\section*{Core–valence exchange error in GW for the 3d level of zinc, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Hartree atomic units are used. The system is the neutral zinc atom, $1s^22s^22p^63s^23p^63d^{10}4s^2$, treated without relativity. All shells are closed, so the density is spherical and unpolarised. Orbitals are $\phi_{nlm}(\mathbf r)=r^{-1}P_{nl}(r)Y_{lm}(\hat{\mathbf r})$ with $\int_0^\infty P_{nl}^2\,dr=1$. They and their eigenvalues $\varepsilon$ solve the all-electron Kohn--Sham equation
\begin{equation}
\Big[-\tfrac12\nabla^2-\frac{Z_{\rm nuc}}{r}+v_H[n]+v_{xc}[n]\Big]\phi=\varepsilon\phi
\end{equation}
in the local-density approximation (LDA), with Slater exchange and the Perdew--Wang parametrisation of correlation. Coulomb integrals are written
\begin{equation}
(ab|cd)=\iint \frac{\phi_a^*(\mathbf r)\phi_b(\mathbf r)\,\phi_c^*(\mathbf r')\phi_d(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\end{equation}
and the product $\phi_a^*\phi_b$ is called a pair density.

In $G_0W_0$ the potential $v_{xc}[n]$ is replaced, in first order, by the self-energy $\Sigma(\omega)=\Sigma_x+\Sigma_c(\omega)$, so that $E_p=\varepsilon_p+\langle p|\Sigma(E_p)-v_{xc}[n]|p\rangle$. The exchange part is the Fock operator of the occupied orbitals of the same spin,
\begin{equation}
\langle p|\Sigma_x|p\rangle=-\sum_{i\,\in\,{\rm occ}}(pi|ip).
\label{eq:fock}
\end{equation}
Writing $\Sigma_c(E_p)\approx\Sigma_c(\varepsilon_p)+(E_p-\varepsilon_p)\Sigma_c'(\varepsilon_p)$ and solving for $E_p-\varepsilon_p$ gives the linearised form
\begin{equation}
E_p=\varepsilon_p+Z_pB_p,\qquad B_p=\langle\Sigma_x+\Sigma_c(\varepsilon_p)-v_{xc}\rangle_p,\qquad Z_p=\frac{1}{1-\Sigma_c'(\varepsilon_p)} .
\label{eq:qp}
\end{equation}

A partition splits the occupied shells into a valence set $V$ and a core, $n=n_V+n_c$. Three are used: A with valence $3d\,4s$, B with valence $3s\,3p\,3d\,4s$, and AE with every electron active. A pseudopotential calculation is idealised as a frozen-core calculation with the all-electron orbitals and eigenvalues: the core states are left out of the sums that build $\Sigma$, and nothing else changes. Errors from smoothing the orbitals are thereby excluded, and what remains is the error of the partition alone.

\section{The question}

The LDA levels of zinc, in the basis used below, are $-4.5735$ for $3s$ ($-4.5729$ at the basis limit), $-3.0222$ for $3p$ and $-0.3989$~Ha for $3d$. The $3s$ and $3p$ shells lie $4.17$ and $2.62$~Ha below $3d$, they are chemically inert, and an LDA calculation that freezes them reproduces the $3d$ level. Why does the same partition spoil the $3d$ level in $GW$, in which direction, and by how much?

\section{The answer}

\subsection{What valence-only $GW$ assumes}

A pseudopotential is made by constructing a screened potential that reproduces the all-electron eigenvalue and then removing $v_H[n_V]+v_{xc}[n_V]$. The increment
\begin{equation}
\Delta v_V=v_{xc}[n]-v_{xc}[n_V]
\end{equation}
stays behind in the ionic potential; with a nonlinear core correction it is carried explicitly. Either way $\varepsilon_p$ contains the whole of $v_{xc}[n]$. Within LDA this is harmless, because $\Delta v_V$ is a correct part of the LDA Hamiltonian, and, at the reference valence density or with the core correction, the only question is whether the core density relaxes, which is a question of energy gaps.

A valence-only $GW$ calculation builds $\Sigma^V$ from valence and empty states and subtracts $v_{xc}[n_V]$. The two brackets are
\begin{align}
B^{AE}&=\langle\Sigma_x^{V}\rangle+\langle\Sigma_x^{\rm core}\rangle+\langle\Sigma_c^{AE}\rangle-\langle v_{xc}[n]\rangle,\\
B^{V}&=\langle\Sigma_x^{V}\rangle+\langle\Sigma_c^{V}\rangle-\langle v_{xc}[n_V]\rangle,
\end{align}
where $\Sigma_x=\Sigma_x^V+\Sigma_x^{\rm core}$ holds because (\ref{eq:fock}) is a plain sum over occupied orbitals. Subtracting,
\begin{equation}
B^{AE}-B^{V}=\delta_V+\Delta\Sigma_c,\qquad
\delta_V=\langle\Sigma_x^{\rm core}\rangle-\langle\Delta v_V\rangle,\qquad
\Delta\Sigma_c=\langle\Sigma_c^{AE}-\Sigma_c^{V}\rangle .
\label{eq:delta}
\end{equation}
Inserting $B^V=B^{AE}-\delta_V-\Delta\Sigma_c$ in (\ref{eq:qp}) gives
\begin{equation}
E^V-E^{AE}=-Z^V(\delta_V+\Delta\Sigma_c)+(Z^V-Z^{AE})B^{AE}.
\label{eq:err}
\end{equation}
The valence-only calculation therefore assumes that the core--valence part of the self-energy equals $\Delta v_V$. If Fock exchange with the core is more attractive than the LDA increment, $\delta_V<0$, and the level comes out too high unless $\Delta\Sigma_c$ or the change of $Z$ compensates. Equation (\ref{eq:fock}) has no energy denominator: the depth of the core level does not enter, and only the spatial overlap in the pair density $\phi_p^*\phi_c$ does.

The share of $3s$ and $3p$ is isolated by comparing A with B. The core of A is the core of B (the K and L shells, $1s\,2s\,2p$) plus $3s\,3p$, and $\Delta v_A-\Delta v_B=v_{xc}[n_B]-v_{xc}[n_A]$ because $v_{xc}[n]$ cancels. Hence
\begin{equation}
\delta_A-\delta_B=\langle\Sigma_x^{3s3p}\rangle-\langle v_{xc}[n_B]-v_{xc}[n_A]\rangle .
\label{eq:mismatch}
\end{equation}
A second inconsistency, possible with core-corrected pseudopotentials, is to subtract the full $v_{xc}[n]$, the potential that the self-consistent calculation used, while still building $\Sigma$ from valence states. Then $\Delta v_V$ drops out of (\ref{eq:delta}), $\delta_V$ becomes the whole of $\langle\Sigma_x^{\rm core}\rangle$, and the electron loses its exchange with the core altogether.

\subsection{Exchange with a closed shell}

For $p=(nlm)$ and a closed shell $(n'l')$, equation (\ref{eq:fock}) contains a sum over $m'$. The addition theorem performs it, with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$:
\begin{equation}
\sum_{m'}Y_{l'm'}(\hat{\mathbf r})Y^*_{l'm'}(\hat{\mathbf r}')=\frac{2l'+1}{4\pi}\mathcal P_{l'}(\cos\gamma),
\qquad
\frac{1}{|\mathbf r-\mathbf r'|}=\sum_{k}\frac{r_<^k}{r_>^{k+1}}\mathcal P_k(\cos\gamma),
\end{equation}
where $\mathcal P_l$ is a Legendre polynomial and the second relation is the multipole expansion. The radial parts collect into the Slater integral
\begin{equation}
G^k(nl,n'l')=\iint P_{nl}(r)P_{n'l'}(r)\frac{r_<^k}{r_>^{k+1}}P_{nl}(r')P_{n'l'}(r')\,dr\,dr',
\end{equation}
written $F^k$ when the two shells coincide, and
\begin{align}
\langle\Sigma_x^{n'l'}\rangle&=-\sum_k c_k\,G^k,\\
c_k&=\frac{2l'+1}{4\pi}\iint Y^*_{lm}(\hat{\mathbf r})\,\mathcal P_{l'}(\cos\gamma)\mathcal P_k(\cos\gamma)\,Y_{lm}(\hat{\mathbf r}')\,d\Omega\,d\Omega' .
\end{align}
The product is expanded as $\mathcal P_{l'}\mathcal P_k=\sum_\lambda b_\lambda\mathcal P_\lambda$, and the norm $\int_{-1}^1\mathcal P_\lambda^2\,d\mu=2/(2\lambda+1)$ gives $b_\lambda=\frac{2\lambda+1}{2}\int\mathcal P_\lambda\mathcal P_k\mathcal P_{l'}\,d\mu$. The addition theorem applied to $\mathcal P_\lambda$, with orthonormality of the harmonics, gives $\iint Y^*_{lm}\mathcal P_\lambda Y_{lm}=\frac{4\pi}{2l+1}\delta_{\lambda l}$. The factors $4\pi$ and $2l+1$ cancel:
\begin{equation}
c_k=\frac{2l'+1}{2}\int_{-1}^{1}\mathcal P_l\,\mathcal P_k\,\mathcal P_{l'}\,d\mu
=(2l'+1)\begin{pmatrix}l&k&l'\\0&0&0\end{pmatrix}^2 .
\label{eq:ck}
\end{equation}
The integral is all that is needed; the $3j$ symbol is its usual name. The result does not depend on $m$.

For $l=2$ there are three cases. With $l'=0$, $\mathcal P_0=1$ and only $k=2$ survives: $c_2=\frac12\cdot\frac25=\frac15$. With $l'=1$ the recurrence $\mu\mathcal P_2=\frac25\mathcal P_1+\frac35\mathcal P_3$ gives $c_1=\frac32\cdot\frac25\cdot\frac23=\frac25$ and $c_3=\frac32\cdot\frac35\cdot\frac27=\frac9{35}$. With $l'=2$, matching the powers $\mu^4$, $\mu^2$, $\mu^0$ of $\mathcal P_2^2=(9\mu^4-6\mu^2+1)/4$ in turn gives $\mathcal P_2^2=\frac{18}{35}\mathcal P_4+\frac27\mathcal P_2+\frac15$, so $c_0=\frac52\cdot\frac15\cdot2=1$, $c_2=\frac52\cdot\frac27\cdot\frac25=\frac27$ and $c_4=\frac52\cdot\frac{18}{35}\cdot\frac29=\frac27$. Thus
\begin{align}
\langle\Sigma_x^{3s}\rangle_{3d}&=-\tfrac15G^2(3d,3s),\label{eq:ds}\\
\langle\Sigma_x^{3p}\rangle_{3d}&=-\tfrac25G^1(3d,3p)-\tfrac9{35}G^3(3d,3p),\label{eq:dp}\\
\langle\Sigma_x^{3d}\rangle_{3d}&=-F^0-\tfrac27(F^2+F^4).\label{eq:dd}
\end{align}
For $l=0$ only $k=l'$ survives and $c_{l'}=\frac{2l'+1}{2}\cdot\frac{2}{2l'+1}=1$, so $4s$ exchanges with a shell $l'$ through $-G^{l'}$. There is no spin factor of two: only the electrons of parallel spin contribute.

Each $(pi|ip)$ is the Coulomb self-interaction integral of a pair density and is positive. The pair densities $3d\cdot3s$ and $3d\cdot3p$ carry no net charge, as the absence of $k=0$ shows; they are pure multipoles, large when the two radial functions occupy the same range of $r$. Shells of the same principal quantum number do: the mean radii in zinc are $0.6927$ ($3s$), $0.7197$ ($3p$) and $0.9050$~bohr ($3d$), against $2.6774$ for $4s$ and $0.2302$, $0.1997$ for $2s$, $2p$.

\subsection{The LDA counterpart is not additive}

The exchange potential is $v_x[n]=-(3/\pi)^{1/3}g(n)$ with $g(n)=n^{1/3}$. Since $g'$ decreases, adding a density $c$ on top of $a+b$ raises $g$ less than adding it on top of $a$: $g(a+b+c)-g(a+b)\le g(a+c)-g(a)$. Adding $g(a+b)-g(a)$ to both sides,
\begin{equation}
g(a+b+c)-g(a)\le[g(a+b)-g(a)]+[g(a+c)-g(a)] .
\label{eq:sub}
\end{equation}
The joint increment from $3s$ and $3p$ is smaller in magnitude than the sum of the single ones, at every point and so in every expectation value. There is no unique LDA counterpart of the $3d$--$3s$ integral alone; it depends on whether $3s$ is added before or after $3p$. The joint increment in (\ref{eq:mismatch}) is unique, and it is the one that decides the error.

\subsection{Why Fock exchange is the larger: the electron gas}

The sign of the mismatch can be proved where the LDA is exact for the total. Take a uniform gas with Fermi momentum $k_F$ and $n=k_F^3/3\pi^2$. Call the states with $k<xk_F$ the core, $0<x<1$, so that $n_c/n=x^3$, and take the probe state at $k_F$. The pair density of two plane waves is a plane wave of momentum $\mathbf k-\mathbf k'$, with Coulomb integral $4\pi/|\mathbf k-\mathbf k'|^2$ per volume. With $k'=k_Fu$, and $4\pi\cdot2\pi/(2\pi)^3=1/\pi$ from the prefactor and the azimuth,
\begin{align}
\Sigma_x^{\rm core}(k_F)&=-\int_{k'<xk_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}=-\frac{k_F}{\pi}L(x),\\
L(x)&=\int_0^xu^2\,du\int_{-1}^1\frac{d\mu}{1+u^2-2u\mu}=\int_0^xu\ln\frac{1+u}{1-u}\,du .
\end{align}
The $\mu$ integral is $\frac1{2u}\ln\frac{(1+u)^2}{(1-u)^2}=\frac1u\ln\frac{1+u}{1-u}$. Integrating by parts with $(u^2-1)/2$ as the antiderivative of $u$ and $2/(1-u^2)$ as the derivative of the logarithm, the remaining integrand is $+1$. Integrating the series $\ln\frac{1+u}{1-u}=2\sum_{j\ge1}u^{2j-1}/(2j-1)$ term by term gives a second form:
\begin{equation}
L(x)=x-\tfrac12(1-x^2)\ln\frac{1+x}{1-x}=\sum_{j\ge1}\frac{2\,x^{2j+1}}{(2j-1)(2j+1)} .
\end{equation}
At $x=1$, $L=1$, so the full exchange at the Fermi surface is $-k_F/\pi$. This is also $v_x$: the exchange energy is a sum over pairs, an electron added at $k_F$ changes it by its exchange with all the others, and so $v_x=dE_x/dN=\Sigma_x(k_F)=-k_F/\pi=-(3n/\pi)^{1/3}$. With all electrons active the exchange bracket $\Sigma_x-v_x$ vanishes at $k_F$.

The valence density is $n(1-x^3)$, so the LDA increment is
\begin{equation}
v_x[n]-v_x[n_V]=-\frac{k_F}{\pi}D(x),\qquad D(x)=1-(1-x^3)^{1/3},
\end{equation}
and the exchange mismatch is $\delta=-(k_F/\pi)(L-D)$. For a small core $L=\frac23x^3(1+\frac15x^2+\dots)$ and $D=\frac13x^3(1+\frac13x^3+\dots)$. The ratio tends to $2$, and it does so from above, because the $x^2$ correction in $L$ outweighs the $x^3$ correction in $D$ at small $x$. At $x=1$ both functions equal $1$. For eight core electrons out of eighteen, $x^3=8/18$, $x=0.7631$, $L=0.3440$, $D=0.1779$ and $L/D=1.933$, still close to two.

That $L>D$ on the whole interval follows from the series. Let $f(x)=\sum_mc_mx^m$ have $c_m\ge0$ and $\sum_mc_m=1$, with tails $\tau_n=\sum_{m>n}c_m$. Using $1-x^m=(1-x)\sum_{n<m}x^n$ and exchanging the sums of positive terms,
\begin{equation}
1-f(x)=(1-x)\sum_{n\ge0}\tau_nx^n,\qquad\text{so}\qquad
L-D=(1-x)\sum_{n\ge0}(\tau_n^D-\tau_n^L)\,x^n .
\end{equation}
The coefficients of $L$ are $\frac1{2j-1}-\frac1{2j+1}$, which telescope: they sum to $1$, and for $n\ge3$ the tail is $\tau_n^L=1/(2j+1)$ with $2j+1$ the largest odd number not above $n$. For $D$ set $t=x^3$ and $D=\sum_id_it^i$. Then $(1-D)/(1-t)=(1-t)^{-2/3}$. On the left the coefficient of $t^j$ is $1-\sum_{i\le j}d_i$; on the right the binomial series gives $T_j=\prod_{i=1}^j(1-\frac1{3i})$. The $T_j$ decrease to zero, because $\ln T_j\le-\frac13\sum_{i\le j}1/i$ and the harmonic series diverges, so $d_j=T_{j-1}-T_j>0$, the $d_j$ sum to $1$, and $\tau_n^D=T_j$ for $3j\le n\le3j+2$. For $n=0,1,2$ both tails are $1$. For $n=3,4,5$, $\tau^L\le\frac13<\frac23=T_1$. For $j\ge2$ the largest odd number not above $n$ is at least $3j-1$, so $\tau_n^L\le1/(3j-1)$, while
\begin{equation}
T_j=\prod_{i=1}^j\frac{3i-1}{3i}>\prod_{i=1}^j\frac{3i-1}{3i+2}=\frac{2}{3j+2}>\frac1{3j-1},
\end{equation}
where the product telescopes and the last step is $6j-2>3j+2$, true for $j\ge2$. Every term of the sum is non-negative and all from $n=3$ on are positive, so $L>D$ for $0<x<1$.

The meaning is clearest from the valence side. The valence-only bracket is
\begin{equation}
\Sigma_x^V(k_F)-v_x[n_V]=-\frac{k_F}{\pi}(1-L)+\frac{k_F}{\pi}(1-D)=+\frac{k_F}{\pi}(L-D)>0,
\end{equation}
where the true bracket is zero. The potential $v_x[n_V]$ knows only the density, and it evaluates exchange as if the valence electrons filled a compact Fermi sphere of smaller radius. They are orthogonal to the core and fill a hollow shell, farther apart in momentum, and their true mutual exchange is weaker. Too much attraction is subtracted and the level rises. The mismatch $k_F(L-D)/\pi$ vanishes at $x=0$ and at $x=1$, but unevenly. For a small core $L-D\approx\frac13x^3$. Near $x=1$, $1-L=(1-x)+\frac12(1-x^2)\ln\frac{1+x}{1-x}$ falls faster than $1-D$, so $L-D$ tends to zero only as $(1-x^3)^{1/3}=(n_V/n)^{1/3}$. The closed forms give $L-D=0.19$ at $n_c/n=\frac12$, $0.29$ at $x=0.95$ ($n_c/n=0.86$) and $0.25$ at $x=0.99$ ($n_c/n=0.97$). The mismatch is therefore large wherever the core density is comparable with or larger than the valence density, and the safe side is a negligible core density.

For an atom this suggests a local estimate,
\begin{equation}
\delta_x^{\rm gas}=\int P_{3d}^2(r)\,v_x[n_B](r)\,\big[L(x(r))-D(x(r))\big]dr,\qquad x^3=\frac{n_{3s3p}}{n_B},
\label{eq:local}
\end{equation}
which supposes that $3d$ sits at the local Fermi surface and that $3s\,3p$ fill the lowest local momenta. This is a model. The sign is proved for the gas; for zinc it is computed.

Valence-only $GW$ replaces the core–valence self-energy by an LDA increment, and in the uniform gas the Fock exchange of a state at the Fermi surface with the core is proved to be more attractive than that increment, so that the level comes out too high at the exchange level. It remains to find how much of this screening gives back, to compute the sign and size of the error for zinc, and to say what must be repaired.
